# Restricted Hartree-Fock error for a dissociated two-site Hubbard bond

**The result**

Two electrons bind a metal fragment M to a ligand fragment L. Each fragment contributes one orbital. The site energies are $+D/2$ on M and $-D/2$ on L, two electrons on the same site repel with energy $U$, and an electron hops between the sites with amplitude $-t$. Let the bond be broken by letting $t\to0$ at fixed $U$ and $D$. For $0\le D<U$ the exact ground-state energy and the restricted Hartree-Fock (RHF) energy then tend to

$$
E_{\rm exact}\to 0,\qquad E_{\rm RHF}\to\frac{U^2-D^2}{2U}. \tag{1}
$$

RHF therefore places the dissociated limit too high by $(U^2-D^2)/(2U)$. If $D$ is negative, exchanging the labels M and L restores the case treated here. For $D\ge U$ the error vanishes, as shown below.

**Model and exact limit**

The Hamiltonian is

$$
H=\frac D2(n_M-n_L)+U\left(n_{M\uparrow}n_{M\downarrow}+n_{L\uparrow}n_{L\downarrow}\right)-t\sum_\sigma\left(a^\dagger_{M\sigma}a_{L\sigma}+a^\dagger_{L\sigma}a_{M\sigma}\right), \tag{2}
$$

with $t\ge0$. Two neutral fragments, with one electron each, have energy $D/2-D/2=0$. This is the energy zero throughout.

Two electrons in two orbitals have six states. At $t=0$ they are:

- four neutral states, one electron on each site with any spins, at energy $0$;
- the ion pair M⁺L⁻, both electrons on L, at $C_1=2(-D/2)+U=U-D$;
- the ion pair M⁻L⁺, both electrons on M, at $C_2=2(D/2)+U=U+D$.

For $D<U$ both ion pairs lie above zero, so the exact limit is $0$. For $D>U$ the pair M⁺L⁻ is lowest, and the exact limit is $U-D$.

**First derivation: the weights in the determinant**

RHF puts both electrons, with opposite spins, into one spatial orbital with amplitudes $c_M$ and $c_L$, where $c_M^2+c_L^2=1$. A relative phase $\varphi$ between the amplitudes would only multiply the hopping energy by $\cos\varphi$. The lowest energy has $\varphi=0$, so both amplitudes can be taken real and non-negative. Multiplying out the determinant gives

$$
\begin{aligned}
|\Phi\rangle&=(c_Ma^\dagger_{M\uparrow}+c_La^\dagger_{L\uparrow})(c_Ma^\dagger_{M\downarrow}+c_La^\dagger_{L\downarrow})|0\rangle\\
&=c_M^2|M^2\rangle+c_L^2|L^2\rangle+c_Mc_L\left(|M_\uparrow L_\downarrow\rangle+|L_\uparrow M_\downarrow\rangle\right).
\end{aligned} \tag{3}
$$

Write $p_M=c_M^2$ and $p_L=c_L^2$. The ion pairs have weights $p_M^2$ and $p_L^2$. The neutral states have total weight $2p_Mp_L$ but zero energy. Without hopping, the energy is therefore

$$
E_0=p_L^2C_1+p_M^2C_2. \tag{4}
$$

For each spin the hopping contributes $-2t\,c_Mc_L$, since the two directions of hopping add. Two spins give $-4t\,c_Mc_L$. Its magnitude is at most $2t$, because $c_Mc_L\le\tfrac12$. The minimum of the full energy thus differs from the minimum of $E_0$ by at most $2t$, and the limit $t\to0$ may be found by minimizing $E_0$ alone.

Set $p=p_L$ and $p_M=1-p$. Expanding (4) and completing the square,

$$
\begin{aligned}
E_0&=(C_1+C_2)p^2-2C_2p+C_2\\
&=(C_1+C_2)\left(p-\frac{C_2}{C_1+C_2}\right)^2+C_2-\frac{C_2^2}{C_1+C_2}\\
&=(C_1+C_2)\left(p-\frac{C_2}{C_1+C_2}\right)^2+\frac{C_1C_2}{C_1+C_2}. 
\end{aligned} \tag{5}
$$

When $C_1$ and $C_2$ are both positive, the square can be made zero with $p$ between 0 and 1. The minimum is

$$
E_{\rm RHF}\to\frac{C_1C_2}{C_1+C_2}=\frac{(U-D)(U+D)}{2U}=\frac{U^2-D^2}{2U}. \tag{6}
$$

This is (1). The minimizing probability is $p_L=(U+D)/(2U)$. The ligand then holds $n_L=2p_L=1+D/U$ electrons, a fractional excess over the neutral fragment.

The cause of the error can be read from (4). Given the shared orbital, the two electrons choose their sites independently. The probability of finding both on L is the product $p_L\times p_L$, however far apart the fragments are. The total ionic weight $p_L^2+p_M^2$ cannot fall below one half, and each ionic component costs energy.

At $D=0$ the weight is one half and the error is $U/2$. As $D$ approaches $U$ from below, the error approaches zero as $U-D$, because M⁺L⁻ becomes cheap. For $D\ge U$ we have $C_1\le0$, and the vertex of the parabola (5) lies at $p\ge1$. The minimum on the allowed interval is then at $p=1$, with energy $C_1=U-D$. This equals the exact limit: both electrons do belong in one orbital, and RHF describes them correctly.

**Second derivation: self-consistent levels**

The same limit follows from the Fock equations, without minimizing an energy. An electron of one spin feels the average density of the other spin, so its effective site energies are shifted by $Up_M$ and $Up_L$. The occupied orbital obeys

$$
\begin{aligned}
\left(\tfrac D2+Up_M\right)c_M-t\,c_L&=\varepsilon c_M,\\
\left(-\tfrac D2+Up_L\right)c_L-t\,c_M&=\varepsilon c_L.
\end{aligned} \tag{7}
$$

For $t>0$ the lowest eigenvector of this matrix has two positive amplitudes, since the off-diagonal element is negative. Each line may therefore be divided by its own amplitude:

$$
\varepsilon=\frac D2+Up_M-t\frac{c_L}{c_M}=-\frac D2+Up_L-t\frac{c_M}{c_L}. \tag{8}
$$

Let $x=p_L-p_M=n_L-1$, so that $p_L=(1+x)/2$ and $p_M=(1-x)/2$. Equating the two expressions gives

$$
D-Ux=t\left(\frac{c_L}{c_M}-\frac{c_M}{c_L}\right)=t\,\frac{p_L-p_M}{c_Mc_L}.
$$

Since $c_Mc_L=\sqrt{p_Mp_L}=\tfrac12\sqrt{1-x^2}$,

$$
D=Ux+\frac{2tx}{\sqrt{1-x^2}}. \tag{9}
$$

The right-hand side rises strictly from $-\infty$ to $+\infty$ as $x$ runs from $-1$ to $1$. There is one self-consistent solution for each $t>0$, and it has $x\ge0$.

Now let $t\to0$ with $D<U$. The last term of (9) is non-negative, so $x\le D/U<1$, and the square root stays at or above $\sqrt{1-D^2/U^2}$. The last term therefore vanishes in proportion to $t$ (or is zero, if $D=0$), and $x\to D/U$. The amplitude ratios in (8) also remain finite, so

$$
\varepsilon\to\frac D2+\frac U2\left(1-\frac DU\right)=\frac U2. \tag{10}
$$

The second expression in (8) gives the same value: $-D/2+(U/2)(1+D/U)=U/2$. Charge has moved until the two effective levels coincide.

The total energy is not $2\varepsilon$. Each orbital energy contains the full repulsion with the other electron, so $2\varepsilon$ counts the mean repulsion $U(p_M^2+p_L^2)$ twice. One copy must be removed:

$$
E=2\varepsilon-U(p_M^2+p_L^2)=2\varepsilon-\frac U2(1+x^2). \tag{11}
$$

With $\varepsilon=U/2$ and $x=D/U$,

$$
E_{\rm RHF}\to U-\frac U2-\frac{D^2}{2U}=\frac{U^2-D^2}{2U}. \tag{12}
$$

For $D\ge U$, $x$ must tend to 1. If it stayed below some value less than 1, the last term of (9) would vanish and the right-hand side would remain below $D$. The second form in (8) then gives $\varepsilon\to-D/2+U$, and (11) gives $E\to U-D$, as before.

**What each derivation assumes**

Both derivations assume one shared spatial orbital, two sites, and a limit taken at fixed $U$ and $D$. They differ in how they select the state.

The first assumes that RHF means the lowest energy among all such determinants. It needs no Fock operator. It also does not need equal repulsions, because only the ion-pair energies enter (5). If the sites have repulsions $U_M$ and $U_L$ and the site offset is $\delta$, then $C_1=U_L-\delta$ and $C_2=U_M+\delta$. Formula (1) survives when its parameters are read as

$$
U=\frac{C_1+C_2}{2},\qquad D=\frac{C_2-C_1}{2}.
$$

In terms of ionization energies $I$ and electron affinities $A$, $C_1=I_M-A_L$ and $C_2=I_L-A_M$. The condition $C_1>0$ says that moving an electron from the isolated metal fragment to the isolated ligand costs energy.

The second assumes that the occupied orbital is the lowest eigenvector of its own Fock matrix at $t>0$, and that $t$ is sent to zero afterwards. For the Hamiltonian (2), which has no intersite interaction, the condition on the lowest eigenvector is what selects the state. At $t=0$ the orbital lying wholly on L also solves (7), with energy $U-D$. But its level, $U-D/2$, lies above the empty level $D/2$ when $D<U$, so it is not the lowest eigenvector. Its total energy exceeds (1) by $(U-D)-(U^2-D^2)/(2U)=(U-D)^2/(2U)$. A solution of this kind persists at small $t>0$, with amplitudes of opposite sign, so a calculation that settles on it would show a different limit.

The two routes are joined by the energy at finite $t$. Inserting $p_L$ and $p_M$ into (4) and adding the hopping term gives

$$
E(x)=-2t\sqrt{1-x^2}-Dx+\frac U2(1+x^2). \tag{13}
$$

Setting $dE/dx=0$ reproduces (9), and $d^2E/dx^2=2t(1-x^2)^{-3/2}+U$ is positive. The self-consistent solution is therefore the minimum.

Giving up the shared orbital removes the error in the limit. Unrestricted Hartree-Fock may place the up electron on M and the down electron on L, with energy $0$. The price for this single determinant is spin: $|M_\uparrow L_\downarrow\rangle$ is an equal mixture of singlet and triplet. The neutral singlet, a sum of two determinants, also has energy $0$ and keeps a pure spin.

**How the limit is approached**

For small $t$ and $D<U$, the minimum of (13) moves by an amount of order $t$. This changes the $t=0$ part of the energy only at order $t^2$. To leading order the RHF shift is the hopping term at $x=D/U$, namely $-2t\sqrt{1-D^2/U^2}$.

The exact shift is quadratic as long as $t\ll U-D$ (at $D=U$ it becomes linear in $t$). The neutral singlet $(|M_\uparrow L_\downarrow\rangle+|L_\uparrow M_\downarrow\rangle)/\sqrt2$ couples to each ion pair with matrix element $-\sqrt2\,t$, so second-order perturbation theory gives

$$
-\frac{2t^2}{U-D}-\frac{2t^2}{U+D}=-\frac{4Ut^2}{U^2-D^2}.
$$

Real fragments also interact through the Coulomb force. Add $V(n_M-1)(n_L-1)$ to $H$. This operator is zero in every neutral state and $-V$ in both ion pairs, since one factor is $+1$ and the other $-1$. For two electrons it therefore replaces $U$ by $U-V$, in the exact and RHF energies alike. The Fock matrix changes differently: it gains an off-diagonal exchange term $-Vc_Mc_L$, and the lowest-eigenvector condition then no longer singles out the minimum. In the worked bond below at 0.40 nm, three self-consistent solutions, at 1.63, 2.23 and 2.74 eV, are each the lowest eigenvector of their own Fock matrix, and only the first is the RHF minimum. With $V\approx k/R$ at large distance $R$, where $k=e^2/(4\pi\epsilon_0)$, expanding $U/2-D^2/(2U)$ to first order gives the change in the RHF limit

$$
\Delta E\approx-\frac V2\left(1+\frac{D^2}{U^2}\right). \tag{14}
$$

The hopping dies off exponentially in the example below, but this tail falls only as $1/R$.

**A worked bond**

Take $U=8$ eV and $D=2$ eV. The ion pairs lie at $C_1=6$ eV and $C_2=10$ eV, and

$$
E_{\rm RHF}\to\frac{64-4}{16}=3.75\ \text{eV}\quad(362\ \text{kJ/mol}).
$$

The ligand carries $x=2/8=0.25$ extra electron, so $p_L=0.625$ and $p_M=0.375$. The ionic weights are $0.625^2=0.3906$ and $0.375^2=0.1406$, and their energies add up as $0.3906\times6+0.1406\times10=3.75$ eV. Direct numerical minimization of the determinant energy gives the same value.

For the bond at finite distance, let $t=2$ eV at $R=0.20$ nm, decaying as $e^{-(R-0.20\,{\rm nm})/0.08\,{\rm nm}}$. Let $V$ follow the Ohno interpolation $V=U/\sqrt{1+(UR/k)^2}$, with $k=1.440$ eV nm. Energies are in eV:

| $R$ (nm) | Exact | RHF | Error |
|---:|---:|---:|---:|
| 0.20 | −3.14 | −2.97 | 0.17 |
| 0.30 | −0.39 | 0.40 | 0.80 |
| 0.40 | −0.03 | 1.63 | 1.66 |
| 1.00 | 0.00 | 2.99 | 2.99 |
| 10.00 | 0.00 | 3.67 | 3.67 |

The bond strength in this model is 3.14 eV. Measured from true neutral fragments, RHF gives 2.97 eV, about 5% too low. Measured from the end of its own curve it gives $2.97+3.75=6.72$ eV, more than twice the exact value. With these parameters the bonded point is fairly good and the reference point is not. The small bonded error depends on the assumed form of $V$: the Mataga-Nishimoto form $V=k/(R+k/U)$, 3.79 eV at 0.20 nm, raises it to 0.44 eV (17% of the bond strength), and $V=0$ raises it to 1.55 eV.

The case $D=0$ shows why the bonded error is small. There the neutral singlet mixes with the symmetric ion-pair state through an element $-2t$. With $W=U-V$, the exact energy is $\tfrac12(W-\sqrt{W^2+16t^2})$, while (13) gives $W/2-2t$ at $x=0$. The difference is

$$
\tfrac12\left(\sqrt{W^2+16t^2}-4t\right)\approx\frac{W^2}{16t}\qquad(W\ll4t).
$$

At 0.20 nm, $V=5.35$ eV, so $W=2.65$ eV against $4t=8$ eV. The estimate is 0.22 eV, of the same order as the 0.17 eV found with $D=2$ eV.

At 1 nm the hopping is below $10^{-4}$ eV, yet the RHF error is still 0.76 eV short of its limit. That gap is the Coulomb tail. At 10 nm, $V=0.144$ eV and (14) gives $-0.076$ eV, which accounts for the tabulated 3.67 eV.

**Comparison with metal-alkyl precursors**

The parameters are assumed round values, not fitted to any compound. They are chosen so that the bond length (0.2 nm) and bond strength (a few eV) are of the order of a metal-carbon σ bond in a gas-phase metal-alkyl precursor. The model's 3.14 eV is not a prediction for any compound, because short-range core repulsion is omitted. That repulsion cancels from the difference between the two curves if it is the same in both, but not from the ratios to the bond strength quoted above.

For a real molecule, a single $U$ is itself an approximation. Taken from $I-A$, it includes the relaxation of each ion's orbitals, which a single shared orbital cannot provide separately for each ionic component. For LiH in the aug-cc-pVDZ basis the RHF limit lies about 4.5 eV above the atoms, while $C_1C_2/(C_1+C_2)$ gives 4.0 eV from Hartree-Fock ion energies and 3.4 eV from measured $I$ and $A$, so the $I-A$ reading underestimates the error there. The measured values also contain electron correlation, which accounts for the step from 4.0 to 3.4 eV. Ion energies built from frozen neutral-atom orbitals give 5.5 eV, so the true limit lies between the frozen and the relaxed reading. The 4.5 eV limit changes by less than 0.01 eV in aug-cc-pVTZ and aug-cc-pVQZ. If the effective repulsion in the worked bond were 10 eV, an assumed value, the limit would rise by 1.05 eV to 4.80 eV. Unequal repulsions, $U_M=6$ eV and $U_L=10$ eV, with the site offset held at 2 eV give $C_1=C_2=8$ eV and a limit of 4.00 eV. At a process temperature of 600 K, the four neutral spin states lower the free energy of dissociation by $kT\ln4=0.07$ eV, which is small beside the RHF error in the limit. This is the spin term only; the translational entropy of a gas-phase dissociation contributes a $T\Delta S$ at 600 K and 1 bar of 0.7 eV for H₂, about 1.0 eV for the loss of methyl or ethyl from a heavy fragment and about 1.1 eV for the loss of butyl, and it does not alter the electronic error. Further orbitals, dispersion and spin-orbit coupling lie outside the model; dispersion and spin-orbit coupling are not sized here.

The practical consequence, where neutral fragments are the lowest dissociation products, is to compute the fragments separately, as open-shell species, instead of stretching an RHF bond. This removes the error of the limit only. The 5% found in the model does not carry over to real molecules. Such Hartree-Fock bond energies are 3.6 against 4.7 eV from coupled cluster for H₂ (cc-pVTZ), 1.4 against 2.3 eV for LiH (cc-pVDZ; 1.5 against 2.4 eV in cc-pVTZ), and 0.7 against 1.7 eV for Li–CH₃ (CCSD, cc-pVDZ, with the methyl radical relaxed to its planar form; kept pyramidal it raises the Hartree-Fock value to 1.1 eV; in cc-pVTZ the Hartree-Fock value stays at 0.7 eV while the MP2 value rises by 0.2 eV, so the correlated figure is not converged). For H₂ and LiH about half of the deficit is recovered within the bonding and antibonding orbitals alone (CASSCF with two electrons in two orbitals gives 4.1 and 1.9 eV), and the rest comes from further orbitals. A deficit near 1 eV is not a general rule: for F₂ in cc-pVDZ it is about 2.9 eV with CCSD(T) and unrestricted atoms (2.7 eV with CCSD; at the MP2 level it grows by 0.3 eV in cc-pVTZ), and Hartree-Fock leaves the molecule unbound in both bases. A solvent or surface that stabilizes ions lowers $C_1$; if it makes $C_1$ negative, the ionic limit applies and this particular error disappears. The numerical output lists the model values for the Ohno form of $V$.

## Numbers as computed

```
Repulsion U = 8.00 eV; offset D = 2.00 eV
Bonded hopping = 2.00 eV at R = 0.20 nm
Hopping decay length = 0.08 nm
Coulomb constant e^2/(4 pi eps0) = 1.43996 eV nm
Ion pair M+L- energy = 6.00 eV
Ion pair M-L+ energy = 10.00 eV
Exact dissociated energy = 0.0000 eV
RHF dissociated energy, minimized = 3.7500 eV
RHF limit from formula = 3.7500 eV
RHF limit converted = 361.8 kJ/mol
Largest formula deviation, 7 cases = 2.0e-06 eV
RHF excess electron number on L, x = 0.2500
RHF weight of M+L- = 0.3906
RHF weight of M-L+ = 0.1406
RHF total ionic weight = 0.5312
Fock levels at the limit: M 4.0000, L 4.0000 eV
Fully ionic end point x=1 = 6.0000 eV
Unrestricted HF dissociated energy = 0.0000 eV
R(nm)   V(eV)     t(eV)     exact(eV)  RHF(eV)  error(eV)
 0.20   5.3516   2.00e+00    -3.1394   -2.9726    0.1668
 0.30   4.1159   5.73e-01    -0.3930    0.4022    0.7952
 0.40   3.2829   1.64e-01    -0.0276    1.6349    1.6626
 0.60   2.2987   1.35e-02    -0.0001    2.4746    2.4747
 1.00   1.4172   9.08e-05    -0.0000    2.9874    2.9874
 2.00   0.7171   3.38e-10    -0.0000    3.3668    3.3668
10.00   0.1440   1.26e-53    -0.0000    3.6734    3.6734
Exact electronic bond strength = 3.1394 eV
RHF bond strength, own limit = 6.7226 eV
RHF bond strength, true fragments = 2.9726 eV
Own-limit overestimate = 3.5832 eV
True-fragment underestimate = 0.1668 eV
Limit for U_M=6, U_L=10 eV, same D = 4.0000 eV
Limit for frozen-orbital U=10 eV = 4.8000 eV
Shift from frozen-orbital U = 1.0500 eV
Error still missing at 1 nm = 0.7626 eV
Degenerate neutral spin states = 4
kT at 600 K = 0.0517 eV
Spin-entropy term kT ln 4 = 0.0717 eV
```
